\section*{Ringing of a Swept Optical Resonance: Slow Limit and First Correction}

\section{A transmission above one without gain}

A laser near 1550 nm is swept through a resonance of loaded quality factor $10^7$ at $2.35\times10^{15}$ Hz/s. In the model below, 22 ns after the laser has crossed the resonance, the transmitted power rises to 1.76 times its value far from resonance. The resonator has no gain. The extra power was stored during the crossing and now leaks out, interfering with the laser light that passes by.

This sweep rate follows from a one-line estimate: cross one linewidth in one photon lifetime. The estimate gives the scale of strong ringing, but at critical coupling the first ripple appears at a rate about thirteen times lower. The asymptotic analysis shows that a factor of four enters naturally; the threshold itself is found numerically.

\section{The estimate}

Let $\nu_0=c/\lambda_0$ be the resonance frequency, $\omega_0=2\pi\nu_0$, and $\kappa$ the total rate at which stored energy is lost. The loaded quality factor is $Q=\omega_0/\kappa$. Without a drive the energy decays as $e^{-\kappa t}$, so the photon lifetime is
\begin{equation}
\tau=\frac1\kappa=\frac{Q}{2\pi\nu_0}.
\end{equation}
The field amplitude decays as $e^{-\kappa t/2}$ and lives for $2\tau$.

Under a steady drive detuned by the angular frequency $\Delta$, the stored energy is proportional to $1/[1+(2\Delta/\kappa)^2]$, as equation (\ref{eq:b}) will confirm. It falls to half at $\Delta=\pm\kappa/2$. The full width is $\kappa$ in angular frequency, and in ordinary frequency
\begin{equation}
\delta\nu=\frac{\kappa}{2\pi}=\frac{\nu_0}{Q},\qquad 2\pi\,\delta\nu\,\tau=1 .
\end{equation}
One linewidth per photon lifetime is therefore the rate
\begin{equation}
\gamma_1=\frac{\delta\nu}{\tau}=2\pi\,\delta\nu^2=\frac{2\pi\nu_0^2}{Q^2}.
\label{eq:g1}
\end{equation}
For the example,
\begin{align}
\nu_0&=193.414\ \mathrm{THz},\qquad
\delta\nu=\frac{193.414\times10^{12}}{10^7}\ \mathrm{Hz}=19.34\ \mathrm{MHz},\\
\tau&=\frac{1}{2\pi\times19.34\times10^{6}}\ \mathrm{s}=8.229\ \mathrm{ns},\\
\gamma_1&=\frac{19.34\times10^{6}}{8.229\times10^{-9}}\ \mathrm{Hz/s}=2.350\times10^{15}\ \mathrm{Hz/s}.
\end{align}
Since $\lambda=c/\nu$, the wavelength changes at the rate $\lambda_0^2\gamma_1/c=1.88\times10^4$ nm/s in magnitude.

The same argument can be made with amplitudes: cross the half-width $\delta\nu/2$ in the amplitude lifetime $2\tau$. This gives $\gamma_1/4=5.88\times10^{14}$ Hz/s. Both versions are reasonable, so the argument alone cannot fix the numerical factor.

\section{The equation of the swept field}

Take one linear mode with amplitude $a$, where $|a|^2$ is the stored energy, and an incident wave $s$, where $|s|^2$ is the power. The loss rate is $\kappa=\kappa_e+\kappa_i$, with $\kappa_e$ due to the waveguide and $\kappa_i$ to absorption and scattering. With time dependence $e^{+i\omega t}$,
\begin{equation}
\frac{da}{dt}=\left(i\omega_0-\frac\kappa2\right)a+\sqrt{\kappa_e}\,s,\qquad
s_{\rm out}=s-\sqrt{\kappa_e}\,a .
\end{equation}
These relations conserve energy. Forming $d|a|^2/dt$ and $|s_{\rm out}|^2$ and eliminating the cross term $2\sqrt{\kappa_e}\,\mathrm{Re}(s^*a)$ gives
\begin{equation}
|s|^2-|s_{\rm out}|^2=\frac{d|a|^2}{dt}+\kappa_i|a|^2 .
\label{eq:energy}
\end{equation}
The output exceeds the input when the stored energy falls faster than internal loss alone would drain it.

The laser has constant power and a linear sweep, $s=s_0e^{i\phi(t)}$ with $\dot\phi=\omega_0+2\pi\gamma t$, so it crosses the resonance at $t=0$. Put $a=Ae^{i\phi}$. Then $\dot a=(\dot A+i\dot\phi A)e^{i\phi}$, and the terms in $\omega_0$ cancel:
\begin{equation}
\frac{dA}{dt}=-\left(\frac\kappa2+2\pi i\gamma t\right)A+\sqrt{\kappa_e}\,s_0 .
\end{equation}
The steady field on resonance is $A_0=2\sqrt{\kappa_e}s_0/\kappa$. For $b=A/A_0$ the drive term becomes $\kappa/2$. Now measure time in lifetimes, $u=t/\tau$, and the rate in units of the estimate, $r=\gamma/\gamma_1$. Multiplying the equation by $\tau$ turns the detuning term into $2\pi\gamma\tau^2u=r(2\pi\,\delta\nu\,\tau)u=ru$, so
\begin{equation}
\frac{db}{du}=-\left(\frac12+iru\right)b+\frac12 .
\label{eq:b}
\end{equation}
The detuning in linewidths is $\gamma t/\delta\nu=ru$. If it is held fixed, the steady solution is $b=1/(1+2iru)$, the Lorentzian used above.

The transmitted amplitude is $s_{\rm out}/s=1-(2\kappa_e/\kappa)b$. At critical coupling, $\kappa_e=\kappa_i=\kappa/2$, assumed from here on, the transmission is
\begin{equation}
T=|1-b|^2 .
\end{equation}
Its shape depends on $r$ alone. Reversing the sweep replaces $b$ by its complex conjugate and leaves $T(t)$ unchanged.

\section{Solution as a memory integral}

Multiply (\ref{eq:b}) by the integrating factor $e^{v/2+irv^2/2}$ and integrate over $v$ from $-\infty$, where the factor vanishes, to $u$:
\begin{equation}
b(u)=\frac12\int_{-\infty}^{u}e^{-(u-v)/2-ir(u^2-v^2)/2}\,dv .
\label{eq:v}
\end{equation}
With the elapsed time $s=u-v$ (a number from here on, no longer the wave), $u^2-v^2=2us-s^2$. Writing $q=\tfrac12+iru$,
\begin{equation}
b(u)=\frac12\int_0^\infty e^{-qs}\,e^{irs^2/2}\,ds .
\label{eq:s}
\end{equation}
The field remembers the drive over about two lifetimes. The factor $e^{irs^2/2}$ records how much the detuning changed meanwhile. Taking absolute values gives $|b|\le\frac12\int_0^\infty e^{-s/2}ds=1$, so a linear sweep never stores more energy than the steady resonant drive.

\section{Slow sweep: leading order and first correction}

For $r\ll1$ expand the second exponential and use $\int_0^\infty s^ne^{-qs}ds=n!/q^{n+1}$:
\begin{align}
b&=\frac12\int_0^\infty e^{-qs}\left(1+\frac{irs^2}{2}+\dots\right)ds
=\frac12\left(\frac1q+\frac{ir}{2}\,\frac{2}{q^3}+\dots\right)\nonumber\\
&=\frac1{2q}\left(1+\frac{ir}{q^2}+\dots\right).
\label{eq:slow}
\end{align}
The leading term is the steady response at the momentary detuning. The error after the first correction follows from $|e^{iy}-1-iy|\le y^2/2$ for real $y$. With $y=rs^2/2$, at every $u$ it is at most
\begin{equation}
\frac12\int_0^\infty e^{-s/2}\,\frac{r^2s^4}{8}\,ds=\frac{r^2}{16}\times24\times2^5=48r^2 .
\end{equation}

At line centre $q=\frac12$ and $b\approx1+4ir$. The small parameter is thus $4r$ rather than $r$, the same factor of four that separates the two versions of the estimate. Numerically, at $r=0.001$ the ratio $|b-1|/4r$ is 0.99983.

To see what the correction does to the dip, let $x=2ru$ be the detuning in half-widths, so $q=(1+ix)/2$. Then
\begin{equation}
1-b\approx\frac{ix}{1+ix}-\frac{4ir}{(1+ix)^3}.
\end{equation}
In the squared modulus, the term linear in $r$ is
\begin{align}
-2\,\mathrm{Re}\left[\frac{-ix}{1-ix}\,\frac{4ir}{(1+ix)^3}\right]
&=-8rx\,\mathrm{Re}\,\frac{(1-ix)^2}{(1+x^2)^3}
=-\frac{8rx(1-x^2)}{(1+x^2)^3},
\end{align}
where numerator and denominator were multiplied by $(1-ix)^2$. Hence
\begin{equation}
T\approx\frac{x^2}{1+x^2}-\frac{8rx(1-x^2)}{(1+x^2)^3}.
\label{eq:T}
\end{equation}
Near the centre this is $x^2-8rx$, with its minimum at $x=4r$, or $u=2$. To first order the dip is delayed by $2\tau=16.5$ ns, the amplitude lifetime, whatever the slow sweep rate. The value $-16r^2$ of the truncated expression there is no negative transmission: the square of the correction, $+16r^2$, was dropped and cancels it.

Equation (\ref{eq:T}) describes a delayed, skewed dip. It contains no oscillation, and higher powers of $r$ would add only more rational functions of $x$. The ringing has to be found in another way.

\section{The part that the power series misses}

After the crossing, $u>0$, split the integral (\ref{eq:v}) into a complete Gaussian integral minus its remainder. The integrand $e^{v/2+irv^2/2}$ grows along the positive real axis, but decays towards infinity in the direction $e^{i\pi/4}$, where $iv^2$ is negative. Since it has no singularities, the path may end there:
\begin{equation}
\int_{-\infty}^{u}=\int_{-\infty}^{\infty e^{i\pi/4}}-\int_u^{\infty e^{i\pi/4}} .
\end{equation}
For the complete integral, complete the square:
\begin{equation}
\frac{irv^2}{2}+\frac v2=\frac{ir}{2}\left(v-\frac{i}{2r}\right)^2+\frac{i}{8r}.
\end{equation}
The lower end may also be turned, to $-\infty e^{i\pi/4}$, because the integrand decays throughout that sector. Shifting the origin and setting $v=e^{i\pi/4}\rho$ gives $e^{i/(8r)}e^{i\pi/4}\int_{-\infty}^{\infty}e^{-r\rho^2/2}d\rho$, and the last integral is $\sqrt{2\pi/r}$. Restoring the prefactor $\frac12e^{-u/2-iru^2/2}$,
\begin{equation}
b_{\rm free}=\sqrt{\frac{\pi}{2r}}\;e^{-u/2}\,
\exp\left[i\left(\frac\pi4+\frac1{8r}-\frac{ru^2}{2}\right)\right].
\label{eq:free}
\end{equation}
This solves (\ref{eq:b}) without the drive: it is light left in the resonator, decaying at its natural rate and oscillating at the resonance frequency. Seen from the laser, its phase turns at the rate $ru$ per lifetime. The beat frequency is therefore $ru\,\delta\nu=\gamma t$, the momentary detuning, so the ripples become faster as they fade.

In the remainder put $v=u+\sigma$:
\begin{equation}
b_{\rm follow}=-\frac12\int_0^{\infty e^{i\pi/4}}e^{q\sigma+ir\sigma^2/2}\,d\sigma .
\end{equation}
For $u>0$ the path can be turned further, to $\sigma=i\rho$, where $|e^{q\sigma}|=e^{-ru\rho}$. Expanding the quadratic exponential, with $\int e^{q\sigma}d\sigma=-1/q$ and $\int\sigma^2e^{q\sigma}d\sigma=-2/q^3$ on this path, reproduces (\ref{eq:slow}):
\begin{equation}
b_{\rm follow}\approx\frac{1}{2q}\left(1+\frac{ir}{q^2}\right).
\end{equation}
The error is now at most
\begin{equation}
\frac12\int_0^\infty e^{-ru\rho}\,\frac{r^2\rho^4}{8}\,d\rho=\frac{3}{2r^3u^5}.
\label{eq:late}
\end{equation}
The relative correction has magnitude below $1/(ru^2)$. The split $b=b_{\rm free}+b_{\rm follow}$ is thus useful for $ru^2\gg1$, even when the sweep is not slow.

The split also shows why the series in $r$ saw no ringing. At a fixed detuning $x$ the time is $u=x/2r$, and
\begin{equation}
|b_{\rm free}|=\sqrt{\frac{\pi}{2r}}\;e^{-x/(4r)} .
\end{equation}
As $r\to0$ this is smaller than any power of $r$. By the time a slow laser is well detuned, the stored light has gone. The combination $4r$ appears again, now in an exponent.

\section{The overshoot at the estimated rate}

Set $r=1$ and $u=2.69$, the computed position of the highest transmission. The free phase is $0.785+0.125-3.618=-2.708$ rad and the magnitude is $1.253\,e^{-1.345}=0.327$, so
\begin{equation}
b_{\rm free}=-0.296-0.137i .
\end{equation}
With $q=0.5+2.69i$, the leading following part is $1/2q=0.033-0.180i$. Together,
\begin{equation}
b\approx-0.263-0.317i,\qquad T\approx1.263^2+0.317^2=1.70 .
\end{equation}
The first correction multiplies the following part by $1+i/q^2=1.048-0.125i$, which gives $0.013-0.193i$. Then
\begin{equation}
b\approx-0.284-0.330i,\qquad T\approx1.284^2+0.330^2=1.76 ,
\end{equation}
in agreement with the full solution, 1.758. The field itself is less accurate than this suggests: the full value is $b=-0.287-0.321i$, which differs by 0.009, within the bound 0.011 from (\ref{eq:late}), and the errors of its two parts nearly cancel in $T$. The real part of $b$ is negative: the leaked field, which opposes the passing wave on resonance, has turned in phase and now adds to it. The overshoot comes $2.69\times8.229=22.1$ ns after the crossing, where the beat frequency is 52 MHz.

\section{Where ringing starts, and the fast limit}

``Starts ringing'' needs a criterion. A numerical search of the full solution at critical coupling, over 60 lifetimes after the crossing, gives two:
\begin{itemize}
\item the first extra ripple after the dip appears at $r=0.080$, or $1.87\times10^{14}$ Hz/s;
\item the transmission first exceeds its off-resonance value at $r=0.126$, or $2.97\times10^{14}$ Hz/s.
\end{itemize}
Both lie below even the amplitude version of the estimate. At its onset the ripple has no depth: the dip after the first extra maximum of $T$ is 0.002 deep at $r=0.082$ and 0.04 at $r=0.10$, so a measurement sees it somewhat later. The thresholds also depend on the coupling. By the same criterion the first ripple appears at $r=0.103$ for $2\kappa_e/\kappa=0.2$ and at $r=0.055$ for $2\kappa_e/\kappa=1.5$. A threshold exists because the ripple has to compete with the smooth recovery of the dip. Far from resonance that recovery has the slope $dT/du\approx1/(2r^2u^3)$, from $T\approx1-1/x^2$, while the ripple's slope carries the factor $e^{-u/2}$. The smooth slope wins at late times for any $r$. In these far-detuned forms the ripple's slope is at most $2|b_{\rm free}|\,ru=\sqrt{2\pi r}\,u\,e^{-u/2}$. Its ratio to the smooth slope, $2\sqrt{2\pi}\,r^{5/2}u^4e^{-u/2}$, is largest at $u=8$ and reaches one at $r\approx0.093$. This is only a rough account of the threshold 0.080: the first ripple appears near $u=12$, at $x\approx1.9$, which is not yet far from resonance.

\begin{center}
\begin{tabular}{ccc}
$r$ & lowest $T$ & highest $T$\\
0.1 & 0.004 & below 1\\
0.25 & 0.022 & 1.30\\
1 & 0.126 & 1.76\\
3 & 0.288 & 1.78
\end{tabular}
\end{center}

The highest transmission is nearly the same at $r=1$ and at $r=3$, and between them it reaches about 1.80 near $r=1.5$ to 2. The opposite limit explains why it cannot keep growing. For $r\gg1$ the laser crosses the line before the field can build up. By (\ref{eq:free}) the energy left behind is about $\pi/2r$ of the steady resonant value, once $ru^2\gg1$ but still $u\ll1$. The ripples in $T$ then have amplitude $2|b_{\rm free}|\approx\sqrt{2\pi/r}$, which falls as the sweep gets faster, and the dip becomes shallow as well. The estimate $r=1$ thus marks the region where ringing is strong, between a slow side without ripples and a fast side where they weaken as $r^{-1/2}$.

\section{A silicon nitride ring}

Consider a low-loss silicon nitride microring of radius 100 $\mu$m, group index 2.1 and mode area 1.2 $\mu$m$^2$, with 1 $\mu$W in the waveguide. These are rough typical values. A loaded $Q$ of $10^7$ at critical coupling requires an intrinsic $Q$ of $2\times10^7$, which is towards the high end for such a ring. The assumption most likely to fail is that of a single mode, since surface roughness couples the two directions of circulation and splits the line. With a splitting of 10 MHz, about half a linewidth, the highest transmission at $r=1$ drops from 1.76 to 1.57. A single-pole detector of 100 MHz bandwidth, taken separately, lowers it to 1.69.

The other neglected effects are small here. The Kerr shift is at most about 69 kHz for an assumed Kerr index of $2.4\times10^{-19}$ m$^2$/W (for the heating, a thermo-optic coefficient of $2.5\times10^{-5}$ K$^{-1}$ and a heat capacity of $2.2\times10^6$ J\,m$^{-3}$K$^{-1}$ are assumed). Heating during ten lifetimes, with all the input power absorbed in the core and none of the heat escaping, shifts the line by 114 kHz. Both are below one per cent of the linewidth. The heating figure covers a fast sweep only: one crossing absorbs the input power for about $\pi/2r$ lifetimes, which is under ten only for $r$ above about 0.16. Heat accumulated over repeated scans is not included. A laser linewidth of 10 kHz gives a phase spread of 0.023 rad per lifetime, and the next mode is 227 GHz away.

A scan at 100 nm/s corresponds to $r=100/(1.88\times10^4)=0.0053$, fifteen times below the first ripple. In the linear model the field at line centre then differs from its steady value by 2.1\%, as $4r$ predicts. Such a slow crossing absorbs power for nearly 300 lifetimes, and the no-escape heating bound rises to about 17\% of the linewidth, so it no longer shows that heating is negligible. At fixed wavelength and scan speed $r$ grows as $Q^2$, so under the same assumptions the first ripple would appear when $Q$ is larger by $\sqrt{15}\approx3.9$, near $4\times10^7$. Those assumptions are weaker there: at the same power the Kerr shift reaches about 5\% of the narrower line and alone moves the onset by about ten per cent, up or down with the sweep direction, and a 10 MHz splitting is two linewidths.

Frequency modulation reaches higher rates. A sinusoidal excursion of amplitude $F$ at modulation frequency $f$ has the greatest rate $2\pi fF$. With $F=1$ GHz, the rate $\gamma_1$ needs $f=2.35\times10^{15}/(2\pi\times10^9)\ \mathrm{Hz}\approx370$ kHz. The sweep is nearly linear over the few linewidths that matter if the resonance lies near the middle of the excursion. The remaining computed values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Wavelength: 1550 nm; loaded Q: 1.0e+07
Resonance frequency: 193.414 THz
Linewidth: 19.34 MHz
Photon lifetime: 8.229 ns
Amplitude lifetime: 16.46 ns
Estimated sweep rate (r = 1): 2.350e+15 Hz/s
Same rate in wavelength: 1.884e+04 nm/s
Amplitude-based estimate (r = 1/4): 5.876e+14 Hz/s
First ripple: r = 0.0795, 1.87e+14 Hz/s
First T above 1: r = 0.1263, 2.97e+14 Hz/s
Lowest T at r = 0.01: 0.0000
Lowest T at r = 0.1: 0.0036
Lowest T at r = 0.25: 0.0218
Lowest T at r = 1.0: 0.1261
Lowest T at r = 3.0: 0.2875
Highest T at r = 0.25: 1.296
Highest T at r = 1.0: 1.758
Highest T at r = 3.0: 1.780
First overshoot at r = 1: 2.69 lifetimes, 22.1 ns after crossing
Beat frequency there: 51.9 MHz
Scan at 100 nm/s: r = 0.00531
Its field error at line centre: 0.0211
Largest formula-integration difference: 1.1e-09
Centre error / 4r at r = 0.001: 0.99983
Largest relative error of free-decay term: 8.1e-05
Rough silicon nitride ring inputs:
Radius: 100 um; group index: 2.1
Mode area: 1.2 um2; power: 1 uW
Kerr index: 2.4e-19 m2/W
Thermo-optic coefficient: 2.5e-05 1/K
Heat capacity: 2.2e+06 J/(m3 K)
Mode spacing: 227 GHz
Steady circulating power: 3.74 mW
Kerr shift, upper bound: 69 kHz
Heating in 10 lifetimes, all power absorbed: 5.0e-05 K
Thermal shift from it: 114 kHz
Laser linewidth: 10 kHz; phase spread per lifetime: 0.023 rad
Highest T at r = 1, 10 MHz splitting: 1.567
Highest T at r = 1, 100 MHz detector: 1.692
\end{verbatim}
